# When two spontaneous strains can meet at a stress-free planar wall

## Two rectangles and a diagonal

A square lattice becomes rectangular in two ways: domain 1 has strains \(\epsilon_c\) along \(x\) and \(\epsilon_a\) along \(y\), and domain 2 has them interchanged. Let both have strain \(\epsilon_a\) along \(z\), and let \(s=\epsilon_c-\epsilon_a>0\). The strain difference, domain 2 minus domain 1, is

\[
D=\mathrm{diag}(-s,\,s,\,0).
\]

Consider the diagonal plane with normal \(n=(1,1,0)/\sqrt2\). It contains \(\hat z\) and \(t=(1,-1,0)/\sqrt2\). Lines along \(\hat z\) stretch equally in both domains. So do lines along \(t\), since \(t\cdot Dt=(-s+s)/2=0\). Their directions differ, however:

\[
Dt=(-s,-s,0)/\sqrt2=-s\,n .
\]

Turning domain 2 about \(z\) by the small angle \(s\) adds \(+s\,n\) and closes the gap. The lattices then fit without stress, and the rotation is essential.

Now let the \(z\) strains differ by a small \(\delta\neq0\), so that \(D=\mathrm{diag}(-s,s,\delta)\) with \(|\delta|<s\). Lines along \(\hat z\) no longer match, and a rotation cannot change their lengths. Could a tilted plane avoid the mismatch? The result below says no: \(\delta\) is now the middle eigenvalue, and it must vanish.

## The statement

Let \(e_1\neq e_2\) be constant, symmetric, small spontaneous strains, and let \(D=e_2-e_1\) have eigenvalues \(\lambda_1\le\lambda_2\le\lambda_3\) with orthonormal eigenvectors \(v_1,v_2,v_3\). **A coherent planar wall with zero stress on both sides exists, for a suitable relative lattice rotation, if and only if \(\lambda_2=0\).**

"Coherent" means that the displacement \(u\) is continuous. The wall has zero thickness, strains and rotations are kept to first order, and electric fields are absent. The stress is the stiffness acting on the actual strain minus the spontaneous one. For a positive definite stiffness, zero stress therefore means that the actual strain equals the spontaneous strain.

Write \(H_{ij}=\partial_ju_i=e_{ij}+W_{ij}\), with \(W_{ij}=\tfrac12(\partial_ju_i-\partial_iu_j)\) the lattice rotation. It is constant in each domain, because

\[
\partial_je_{ik}-\partial_ie_{jk}
=\tfrac12(\partial_j\partial_ku_i+\partial_j\partial_iu_k-\partial_i\partial_ku_j-\partial_i\partial_ju_k)
=\partial_kW_{ij},
\]

and the left side vanishes for constant strain. Each domain thus has one constant gradient, \(H_1\) or \(H_2\).

## First derivation: the jump in the displacement gradient

Subtracting the displacements at two points of the wall shows that continuity requires \((H_2-H_1)t=0\) for every \(t\) in the wall. A matrix that annihilates the plane perpendicular to the unit vector \(n\) has the form

\[
H_2-H_1=a\otimes n,\qquad a=(H_2-H_1)n ,
\]

where \((a\otimes n)_{ij}=a_in_j\). Its symmetric and skew parts are

\[
D=\tfrac12(a\otimes n+n\otimes a),\qquad
W\equiv W_2-W_1=\tfrac12(a\otimes n-n\otimes a).
\]

Since \(D\neq0\), also \(a\neq0\).

**Necessity.** A vector perpendicular to both \(a\) and \(n\) is annihilated by \(D\), so one eigenvalue is zero. For the others let \(\hat a=a/|a|\) and \(c=\hat a\cdot n\). Then

\[
D(\hat a+n)=\tfrac12|a|\left[\hat a(c+1)+n(1+c)\right]=\tfrac12|a|(c+1)(\hat a+n),
\]
\[
D(\hat a-n)=\tfrac12|a|\left[\hat a(c-1)+n(1-c)\right]=\tfrac12|a|(c-1)(\hat a-n).
\]

If \(a\) is parallel to \(n\), one of these vectors vanishes, but then \(D=(a\cdot n)\,n\otimes n\) has eigenvalues \(a\cdot n,0,0\), which the same formulas give. In every case the spectrum is

\[
\tfrac12|a|(c-1)\le0,\qquad 0,\qquad \tfrac12|a|(c+1)\ge0 .
\]

The zero lies in the middle, so \(\lambda_2=0\).

**Sufficiency.** Let \(\lambda_2=0\), so that \(\lambda_1\le0\le\lambda_3\). Define \(p=\sqrt{-\lambda_1}\), \(q=\sqrt{\lambda_3}\) and \(g=\sqrt{\lambda_3-\lambda_1}\), which is positive because \(D\ne0\). With \(\sigma=\pm1\), take

\[
n=\frac{\sigma p\,v_1+q\,v_3}{g},\qquad a=g(-\sigma p\,v_1+q\,v_3).
\]

The normal has unit length because \(p^2+q^2=g^2\). Multiplying out with \(\sigma^2=1\),

\[
a\otimes n=-p^2v_1\otimes v_1+q^2v_3\otimes v_3+\sigma pq\,(v_3\otimes v_1-v_1\otimes v_3).
\]

The first two terms are \(\lambda_1v_1\otimes v_1+\lambda_3v_3\otimes v_3=D\). The last is skew: it is the required relative rotation, about \(v_2\), by an angle of magnitude

\[
\omega=pq=\sqrt{-\lambda_1\lambda_3}.
\]

Giving domain 1 any small rotation \(W_1\) and domain 2 the rotation \(W_1+W\) produces the stress-free wall. Since \(\omega\le(\lambda_3-\lambda_1)/2\), the rotation is as small as the strains, consistent with the linear theory.

## Second derivation: lengths within the wall

This argument starts without rotations. To first order, a line along the unit vector \(t\) has relative extension \(t\cdot e_1t\) in domain 1 and \(t\cdot e_2t\) in domain 2. A line in the wall belongs to both domains, so

\[
t\cdot Dt=0\quad\text{for every }t\text{ in the wall.}
\]

**Necessity.** Two planes through the origin in three dimensions share at least a line. The wall plane therefore contains a unit vector in the span of \(v_2,v_3\), on which \(t\cdot Dt\ge\lambda_2\); hence \(0\ge\lambda_2\). It also contains a unit vector in the span of \(v_1,v_2\), on which \(t\cdot Dt\le\lambda_2\); hence \(0\le\lambda_2\). Together these give \(\lambda_2=0\).

**All possible walls.** Let \(\lambda_2=0\) and \(t_i=t\cdot v_i\). Then

\[
t\cdot Dt=q^2t_3^2-p^2t_1^2=(qt_3-pt_1)(qt_3+pt_1).
\]

If this product vanishes on a whole plane, one factor vanishes on that whole plane, because two nonzero linear functions on a plane have a nonzero product somewhere. The wall is thus one of the planes \(qt_3\pm pt_1=0\), whose normals are those of the first derivation. There are two walls if \(\lambda_1<0<\lambda_3\), and one if \(\lambda_1\) or \(\lambda_3\) is zero.

**Equal lengths suffice.** Matching lengths must still be turned into a continuous displacement. For \(s',t\) in the wall, applying the length condition to \(s'+t\) gives \(s'\cdot Dt=0\). So \(Dt\) has no component in the wall, and

\[
Dt=(n\cdot Dt)\,n=(b\cdot t)\,n,\qquad b=Dn-(n\cdot Dn)\,n ,
\]

where \(b\) is the part of \(Dn\) lying in the wall. The skew matrix \(W=b\otimes n-n\otimes b\) gives \(Wt=-(b\cdot t)n\), and hence \((D+W)t=0\): the displacement is continuous. The angle of \(W\) is \(|b|\), with

\[
|b|^2=|Dn|^2-(n\cdot Dn)^2
=\frac{\lambda_3^3-\lambda_1^3}{\lambda_3-\lambda_1}-(\lambda_1+\lambda_3)^2
=-\lambda_1\lambda_3 ,
\]

in agreement with \(\omega\). Here \((n\cdot v_1)^2=p^2/g^2\) and \((n\cdot v_3)^2=q^2/g^2\) were used.

## What each derivation assumes

Both need coherence, a thin wall and stress-free domains. The first treats strain and rotation as additive parts of one gradient, which restricts it to small deformations, and it delivers the jump \(a\) and the rotation directly. The second needs only that lines in the wall have one length, and supplies the rotation afterwards.

The second therefore extends to finite strain. If \(U_1,U_2\) are the stretch matrices, squared lengths agree when \(t\cdot(U_2^2-U_1^2)t=0\) in the wall. The intersection and factorization arguments apply unchanged, so the middle eigenvalue of \(U_2^2-U_1^2\) must vanish. Conversely, two linear maps that give all vectors of a plane equal lengths also give them equal mutual angles, so a finite rotation brings the two images together.

A numerical search supports the small-strain result without using the eigenvalue criterion. It varies \(W\) and asks whether all \(2\times2\) minors of \(D+W\) can vanish, as they must for \(a\otimes n\). For spectra \((-1,0,2)\) and \((-0.3,0,1)\) it finds two walls, and for \((0,0,1)\) and \((-1,0,0)\) one. For five spectra with \(\lambda_2\neq0\) it finds none. One of these is \((0,1,2)\), which shows that \(\det D=0\) is not sufficient.

## Domains related by symmetry

Suppose a twofold rotation about \(m\), \(R=2m\otimes m-I\), relates the strains: \(e_2=Re_1R\). Since \(R^2=I\),

\[
RDR=e_1-Re_1R=-D .
\]

The spectrum of \(D\) equals its own negative, so it is \((-s,0,s)\) and a wall exists. For \(t\perp m\), \(Rt=-t\) and \(t\cdot Dt=t\cdot e_1t-t\cdot e_1t=0\), so \(m\) is one normal. The two normals obey

\[
n_+\cdot n_-=\frac{q^2-p^2}{g^2}=\frac{\lambda_3+\lambda_1}{\lambda_3-\lambda_1},
\]

which is zero here: the walls are perpendicular.

A threefold relation gives no such guarantee. Permuting the axes of a strain proportional to \(\mathrm{diag}(1,0.3,-0.5)\) gives a difference with eigenvalues \(-1.5,0.7,0.8\), and no stress-free wall.

## The price of a nonzero middle eigenvalue

Let a flat layer of domain 2 be held coherent with a thick, unstressed domain 1, and let the layer be elastically isotropic with Young modulus \(E\) and Poisson ratio \(\nu\). Let \(\mu_1\le\mu_2\) be the principal values of \(D\) restricted to the wall. The layer's in-plane elastic strains are \(-\mu_1,-\mu_2\), and its normal direction relaxes until no traction acts on the wall. The plane-stress law \(\sigma_1=-E(\mu_1+\nu\mu_2)/(1-\nu^2)\), and likewise for \(\sigma_2\), gives the energy density

\[
w=\frac{E(\mu_1^2+\mu_2^2+2\nu\mu_1\mu_2)}{2(1-\nu^2)}
=\frac{E}{2}\left[\mu_2^2+\frac{(\mu_1+\nu\mu_2)^2}{1-\nu^2}\right].
\]

The intersection argument gives \(\mu_1\le\lambda_2\le\mu_2\). For \(\lambda_2>0\), then, \(w\ge E\lambda_2^2/2\); for \(\lambda_2<0\), exchanging the roles of \(\mu_1\) and \(\mu_2\) gives the same bound. Equality needs one misfit equal to \(\lambda_2\) and the other to \(-\nu\lambda_2\). A wall containing \(v_2\) and a suitable direction in the \(v_1,v_3\) plane achieves this if \(\lambda_1\le-\nu\lambda_2\le\lambda_3\). The stress is then uniaxial, of magnitude \(E|\lambda_2|\). Outside that range the cost is higher: for \((0.5,1,2)\) and \(\nu=0.3\), direct minimization gives \(w/E=0.85\), not \(0.5\).

## A tetragonal ferroelectric in numbers

Take \(\epsilon_c=0.70\,\%\), \(\epsilon_a=-0.30\,\%\), polarization \(P=25\ \mu\mathrm{C/cm^2}\), \(E=100\) GPa and \(\nu=0.3\). These are round model values in the rough range of room-temperature tetragonal perovskites with about one per cent tetragonal distortion.

**A 90° pair.** Here \(s=1.0\,\%\), and the rotation is \(\omega=0.010\) rad \(=0.573^\circ\). Suppressing it would open a displacement jump of 10 nm over 1 µm of wall. On a (100) wall the misfits are \(1\,\%\) and zero, so the peak stress is \(100\ \mathrm{GPa}\times0.01/0.91=1.10\) GPa and the energy density 5.5 MJ/m³.

**One domain against the undeformed paraelectric phase.** The eigenvalues are \(-0.3,-0.3,0.7\,\%\). The middle one is not zero, and \(-\nu\lambda_2=0.09\,\%\) lies in the allowed range. The best wall therefore carries \(100\ \mathrm{GPa}\times0.003=300\) MPa, with energy density 0.45 MJ/m³.

**A fine mixture against the paraelectric phase.** With volume fraction \(f\) of domain 2, the mean strain is

\[
\mathrm{diag}(\epsilon_c-fs,\ \epsilon_a+fs,\ \epsilon_a).
\]

Setting \(f=-\epsilon_a/s=0.30\) gives \((0.4,0,-0.3)\,\%\), whose middle eigenvalue is zero; \(f=0.70\) is the same solution with the domains interchanged. The normals are \((0.756,0,\pm0.655)\), since \(\sqrt{0.4/0.7}=0.756\) and \(\sqrt{0.3/0.7}=0.655\). The planes meet at \(\arccos(0.1/0.7)=81.8^\circ\), and the rotation of the averaged deformation is \(\sqrt{0.004\times0.003}\) rad \(=0.198^\circ\), about \(y\). This is the angle listed in the output. The two lattices add their shares of the \(0.573^\circ\) twin rotation about \(z\), namely \(0.172^\circ\) and \(0.401^\circ\) in opposite senses, so they are turned against the parent by \(0.26^\circ\) and \(0.45^\circ\). This fit holds on average: stress remains near the boundary, on the scale of the domain width. It is also purely mechanical. The mean polarization has the component \(0.756\,(1-f)P=13\ \mu\mathrm{C/cm^2}\) along the normal, so the boundary carries bound charge unless antiparallel domains cancel it or free charge screens it. The same caution applies to the single-domain wall above, where the bound charge is about \(20\ \mu\mathrm{C/cm^2}\). The example uses the same strains at phase coexistence as at room temperature. If both strains shrink by a common factor near the transition, \(f\) and the normals stay fixed, while the rotation shrinks by that factor.

## Where real walls depart from the model

Finite strain matters little here. The 90° rotation becomes \(0.572^\circ\) and the mixture fraction 0.301; keeping \(f=0.300\) would leave a stress scale of about 1 MPa.

Charge can matter much more. With polarizations along \(+x\) and \(+y\), the wall with normal \((1,1,0)/\sqrt2\) is neutral. The mechanically equivalent wall with normal \((-1,1,0)/\sqrt2\) carries bound charge of magnitude \(\sqrt2P=35\ \mu\mathrm{C/cm^2}\). For an assumed relative permittivity of 200, the unscreened field \(\sqrt2P/(2\varepsilon_0\varepsilon_r)\) is 1.0 MV/cm. An assumed piezoelectric coefficient of 100 pm/V turns this into a strain of \(1.0\,\%\), as large as \(s\) itself. Linear response fails at such a field. Its component along the polar axis, \(P/(2\varepsilon_0\varepsilon_r)=0.71\) MV/cm, exceeds the intrinsic switching field \(P/(3\sqrt3\,\varepsilon_0\varepsilon_r)=0.27\) MV/cm of a Landau energy with \(P^2\) and \(P^4\) terms and the same permittivity, and the potential reaches a band gap of 3 V within about 30 nm. A real wall is screened, or the polarization rearranges, before such a field builds up, so this number is a scale, not a prediction. It also depends strongly on the material: the permittivity that counts is the one along the wall normal, which is the mean of the values along and across the polar axis. In barium titanate the transverse value is in the thousands, and the unscreened field is then roughly five to ten times smaller. That does not make it harmless: a large transverse permittivity means that the polarization rotates easily, and the shear piezoelectric coefficient is correspondingly large, so the induced strain falls by less than the field. A field of equal magnitude on both sides, as assumed in the formula above, does not by itself create a misfit: reflection in the wall exchanges the two domains together with their polarizations and their opposite fields, so the field-induced strains still stretch lines in the wall equally on both sides. If the magnitudes differ, as for domains of unequal width between short-circuited electrodes, the mirror argument fails and a misfit appears. But unless the charge is largely screened, the domain strains, and in general the rotation that joins them, are no longer the spontaneous ones used here.

A real wall also has a core. If a 2 nm core of the neutral wall had zero spontaneous strain, forcing it to fit the domains in the wall plane would give it a peak stress of 264 MPa and an elastic energy of 1.0 mJ/m². The zero-eigenvalue condition removes stress from the domains on either side, but does not guarantee a stress-free transition region between them. That depends on the spontaneous strain in the core: if it were the average of the two domain strains, the core would fit without stress. The numerical output follows.

## Computed values

```
Rotation search: eigenvalues | smallest minor norm | walls
  (-1, 0, 2) | 2.6e-16 | 2
  (-0.3, 0, 1) | 2.8e-17 | 2
  (0, 0, 1) | 1.8e-12 | 1
  (-1, 0, 0) | 2.1e-12 | 1
  (0, 1, 2) | 2.0e+00 | 0
  (-2, -1, 0) | 2.0e+00 | 0
  (1, 1, 1) | 1.7e+00 | 0
  (-1, 0.2, 1) | 4.0e-01 | 0
  (-1, -1, 2) | 2.8e+00 | 0
Threefold pair of strain diag(1, 0.3, -0.5): eigenvalues [-1.5  0.7  0.8]
Layer energy/E for (0.5,1,2): 0.8516 (lam2^2/2 = 0.5)
Strain along, across polar axis: 0.70, -0.30 %
Polarization: 25.0 uC/cm2
Young modulus: 100 GPa, Poisson ratio: 0.3
90-degree pair, eigenvalues of D: [-1.  0.  1.] %
  neutral wall normal: [0.7071 0.7071 0.    ]
  charged wall normal: [-0.7071  0.7071  0.    ]
  relative lattice rotation: 0.5730 deg
  jump 1 um along wall without rotation: 10.00 nm
  wall on (100) instead: peak stress 1099 MPa
  wall on (100) instead: energy 5.49 MJ/m3
One domain / paraelectric, eigenvalues: [-0.3 -0.3  0.7] %
  best wall: peak stress 300.0 MPa
  best wall: energy 0.450 MJ/m3
Mixture / paraelectric: fraction of domain 2 = 0.3000
  mean-strain eigenvalues: [-0.3  0.   0.4] %
  wall normal: [0.7559 0.     0.6547]
  wall normal: [ 0.7559  0.     -0.6547]
  angle between the two walls: 81.79 deg
  relative lattice rotation: 0.1985 deg
Neglected effects:
  finite-strain 90-degree rotation: 0.5718 deg
  finite-strain fraction of domain 2: 0.3011
  stress scale if linear fraction kept: 1.06 MPa
  charged wall, bound charge: 35.36 uC/cm2
  unscreened field (eps_r = 200): 1.00 MV/cm
  piezo strain (d = 100 pm/V): 1.00 %
  undeformed core, peak stress: 264 MPa
  core energy at 2 nm: 1.03 mJ/m2
```
